# Friedel Oscillations in Two Dimensions from the Lindhard Edge at 2kF, part 1

(Sections cited here and not found follow in the second part.)

## From the edge of the response to the inverse-square law

If the carriers of a two-dimensional channel are assumed to screen equally well at every wavevector, as in the Thomas–Fermi approximation, the potential far from a charged centre has one sign and falls as the inverse cube of the distance. For a cold, clean layer with a sharp Fermi circle this is wrong at large distance. A ripple with period \(\pi/k_F\), where \(k_F\) is the Fermi wavevector, falls as the inverse square and outlasts the cubic tail. Two centres a few periods apart may then repel a carrier where the smooth theory says they attract it. The ripple comes from one feature of the carriers' response, a square-root singularity at wavevector \(2k_F\).

Take an isotropic parabolic band, \(\varepsilon_k=k^2/2m\), with \(g\) equally filled flavours (spins and valleys) at zero temperature. Hartree atomic units are used, so that \(\hbar\), the electron mass and the elementary charge are one, and \(m\) is in electron masses. A flavour has \(d^2k/(2\pi)^2\) states per unit area, so the carrier density and the density of states are

\[
n=\frac{g}{4\pi^2}\,\pi k_F^2=\frac{gk_F^2}{4\pi},\qquad
N_0=\frac{g}{4\pi^2}\,2\pi k\,\frac{dk}{d\varepsilon}=\frac{gk}{2\pi}\,\frac{m}{k}=\frac{gm}{2\pi}.
\]

Let a weak static potential energy \(U(\mathbf r)\) act on the carriers, with Fourier component \(U(q)\). First-order perturbation theory mixes into the plane wave \(\mathbf k\) the waves \(\mathbf k\pm\mathbf q\), with amplitudes \(U/(\varepsilon_k-\varepsilon_{\mathbf k\pm\mathbf q})\). In the density \(|\psi|^2\), the component at \(\mathbf q\) receives the first amplitude directly and the second through the complex conjugate. Under \(\mathbf k\to-\mathbf k\) the two sums over the occupied disc become equal, so the induced density is

\[
\delta n(q)=-\Pi(q)\,U(q),\qquad
\Pi(q)=2g\;\mathrm P\!\!\int_{k<k_F}\!\frac{d^2k}{(2\pi)^2}\,\frac{1}{\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_k}.
\]

The letter P denotes the principal value. It is the right reading of the integral because two states that are both occupied contribute opposite terms, which cancel however small their energy difference is.

The energy difference is \((q^2+2kq\cos\theta)/2m\), with \(\theta\) the angle between \(\mathbf k\) and \(\mathbf q\). Hence

\[
\Pi(q)=\frac{gm}{\pi^2q}\int_0^{k_F}k\,dk\;I(k),\qquad
I(k)=\mathrm P\!\!\int_{-\pi}^{\pi}\frac{d\theta}{q+2k\cos\theta}.
\]

The substitution \(t=\tan(\theta/2)\), with \(d\theta=2\,dt/(1+t^2)\) and \(\cos\theta=(1-t^2)/(1+t^2)\), gives

\[
I(k)=\mathrm P\!\!\int_{-\infty}^{\infty}\frac{2\,dt}{(q+2k)+(q-2k)t^2}.
\]

For \(q>2k\) this is an arctangent integral with value \(2\pi/\sqrt{q^2-4k^2}\). For \(q<2k\), write the denominator as \(\alpha^2-\beta^2t^2\). An antiderivative is \((\alpha\beta)^{-1}\ln|(\alpha+\beta t)/(\alpha-\beta t)|\). It vanishes at both infinite limits, and its divergences on the two sides of each pole cancel in the principal value, so \(I=0\). A carrier thus contributes to the response at \(q\) if \(k<q/2\), and otherwise its contributions from different directions add to zero.

With \(k_m\) the smaller of \(k_F\) and \(q/2\), the radial integral is

\[
\Pi(q)=\frac{2gm}{\pi q}\int_0^{k_m}\frac{k\,dk}{\sqrt{q^2-4k^2}}
=\frac{2gm}{\pi q}\,\frac{q-\sqrt{q^2-4k_m^2}}{4}.
\]

If \(q<2k_F\), then \(k_m=q/2\), the root vanishes, and \(\Pi=gm/2\pi=N_0\). If \(q>2k_F\), then \(k_m=k_F\) and the root remains. Both cases are contained in

\[
\Pi(q)=N_0F(q),\qquad F=1-s,\qquad
s(q)=\Theta(q-2k_F)\sqrt{1-\frac{4k_F^2}{q^2}},
\]

where \(\Theta\) is the unit step. This is the static Lindhard function of a two-dimensional parabolic band. The response is flat up to \(2k_F\), the largest wavevector that joins two points of the Fermi circle, and then drops with a vertical slope.

To see the form of the drop, put \(x=q-2k_F>0\). Then

\[
s^2=\frac{(q-2k_F)(q+2k_F)}{q^2}
=\frac{x(4k_F+x)}{(2k_F+x)^2}
=\frac{x}{k_F}\,\frac{1+x/4k_F}{(1+x/2k_F)^2},
\]

and the square root, expanded for small \(x\), is

\[
s=\sqrt{\frac{x}{k_F}}\left(1-\frac{3x}{8k_F}+\dots\right).
\]

On the other side of the edge \(s=0\). The singularity is therefore one-sided.

The interactions come next. The layer is modelled as a thin sheet of polarizability \(\alpha\) in a uniform medium of dielectric constant \(\kappa\). For a unit charge at height zero, Poisson's equation at in-plane wavevector \(q\) reads \((\partial_z^2-q^2)\phi=-(4\pi/\kappa)\delta(z)\), with solution \(\phi=(2\pi/\kappa q)e^{-q|z|}\). The sheet adds an induced charge \(-\alpha q^2\phi\), the negative divergence of its polarization. In the plane, therefore,

\[
\phi=\frac{2\pi}{\kappa q}\left(1-\alpha q^2\phi\right)
\quad\Longrightarrow\quad
v(q)=\phi=\frac{2\pi}{q(\kappa+r_0q)},\qquad r_0=2\pi\alpha .
\]

This \(v\) is the repulsion between two carriers. A centre of charge number \(Z\), with sign opposite to the carriers, sits a distance \(d\) from the plane. Its bare field reaches the plane reduced by \(e^{-qd}\), and the sheet screens it in the same way. Its potential energy is \(-w\), with \(w(q)=Zv(q)e^{-qd}\).

In linear response and in the random-phase approximation, each carrier feels the centre and the average field of the induced density:

\[
U=-w+v\,\delta n=-w-vN_0F\,U
\quad\Longrightarrow\quad
U(q)=-\frac{w}{1+aF},\qquad a(q)=N_0v(q).
\]

With \(F=1-s\) the denominator is \((1+a)\left[1-as/(1+a)\right]\). A geometric expansion for small \(s\) gives

\[
U(q)=-\frac{w}{1+a}-\frac{wa}{(1+a)^2}\,s-\frac{wa^2}{(1+a)^3}\,s^2-\dots
\]

Since \(w\) and \(a\) are smooth near \(2k_F\), the first term is smooth there. The second carries the square root, and the third a one-sided linear kink.

The potential in space is the inverse Fourier transform. The angular average of \(e^{i\mathbf q\cdot\mathbf r}\) is the Bessel function \(J_0(qr)\), so

\[
U(r)=\int\!\frac{d^2q}{(2\pi)^2}\,e^{i\mathbf q\cdot\mathbf r}U(q)
=\frac1{2\pi}\int_0^\infty q\,J_0(qr)\,U(q)\,dq .
\]

At large \(r\) the Bessel function oscillates rapidly with \(q\). Where the rest of the integrand is smooth, each integration by parts gains a factor \(1/r\) and leaves no end term, so such a stretch contributes less than any power of \(1/r\). The power-law terms come from the points where smoothness fails, here \(q=2k_F\) and \(q=0\).

For large \(z\), \(J_0(z)=(2\pi)^{-1}\int e^{iz\cos\theta}d\theta\) is governed by the stationary directions \(\theta=0\) and \(\theta=\pi\). The first gives \((2\pi)^{-1}e^{iz}\int e^{-iz\theta^2/2}d\theta=(2\pi z)^{-1/2}e^{i(z-\pi/4)}\), and the second gives its complex conjugate. Together,

\[
J_0(z)\simeq\sqrt{\frac{2}{\pi z}}\,\cos\!\left(z-\frac{\pi}{4}\right),
\]

with a relative correction of order \(1/z\).

The remaining ingredient is the transform of a power that starts at \(x=0\). A weak damping \(e^{-\eta x}\) makes the integral converge, and its removal gives

\[
\int_0^\infty x^\mu e^{-(\eta-ir)x}dx=\frac{\Gamma(\mu+1)}{(\eta-ir)^{\mu+1}}
\;\longrightarrow\;\frac{\Gamma(\mu+1)}{r^{\mu+1}}\,e^{i\pi(\mu+1)/2}.
\]

The damping is legitimate because it alters the integrand far from \(x=0\), where the integrand is smooth and adds no power of \(1/r\). For \(\mu=\tfrac12\), with \(\Gamma(\tfrac32)=\sqrt\pi/2\), the result is \(\tfrac12\sqrt\pi\,r^{-3/2}e^{3\pi i/4}\).

Now insert the square-root term. Its smooth factors are taken at \(q=2k_F\), since each extra power of \(x\) costs a factor \(1/r\):

\[
U_1(r)=-\frac{1}{2\pi}\,\frac{wa}{(1+a)^2}\,\frac{2k_F}{\sqrt{k_F}}\,
\frac{1}{\sqrt{\pi k_Fr}}\;
\mathrm{Re}\!\left[e^{i(2k_Fr-\pi/4)}\,\frac{\sqrt\pi}{2}\,\frac{e^{3\pi i/4}}{r^{3/2}}\right].
\]

The factors outside the bracket that contain \(k_F\) combine to \(2/\sqrt{\pi r}\). Multiplied by \(\tfrac12\sqrt\pi\,r^{-3/2}\), this is \(r^{-2}\), and \(k_F\) has dropped out. The phases \(-\pi/4\) and \(3\pi/4\) add to \(\pi/2\), and \(\cos(2k_Fr+\pi/2)=-\sin 2k_Fr\). The two minus signs cancel, which leaves

\[
\boxed{\,U_1(r)=A\,\frac{\sin 2k_Fr}{r^2},\qquad
A=\left.\frac{wa}{2\pi(1+a)^2}\right|_{q=2k_F}}
\]

Of the two powers of \(1/r\), three halves come from the square root and one half from the spreading of circular waves.

The amplitude is easier to read after the substitution \(w=Ze^{-qd}a/N_0\):

\[
A=\frac{Z\,e^{-2k_Fd}}{2\pi N_0}\left(\frac{a}{1+a}\right)^2 .
\]

At fixed density of states, a stronger interaction between carriers raises \(A\) towards the ceiling \(Ze^{-2k_Fd}/2\pi N_0\), which no longer contains the dielectric constants. For weak interaction \(A\) is proportional to \(a^2\): one factor measures the pull of the centre, the other the field of the induced density. Distance from the plane acts through \(e^{-2k_Fd}\), because a ripple of wavevector \(2k_F\) is excited by that component of the bare field. For an unpolarizable sheet with the centre in the plane, \(r_0=d=0\), one has \(a=q_s/2k_F\) with \(q_s=2\pi N_0/\kappa=gm/\kappa\), and

\[
A=\frac{Z}{2\pi N_0}\,\frac{q_s^2}{(2k_F+q_s)^2}=\frac{Z}{\kappa}\,\frac{q_s}{(2k_F+q_s)^2}.
\]

How soon the inverse-square law takes over depends on the next term. The \(s^2\) term of \(U(q)\) has \(s^2\simeq x/k_F\), and the power integral with \(\mu=1\) is \(-r^{-2}\). Hence

\[
U_2(r)=-\frac1{2\pi}\,\frac{wa^2}{(1+a)^3}\,\frac{2k_F}{k_F}\,\frac{1}{\sqrt{\pi k_Fr}}
\left(-\frac1{r^2}\right)\cos\!\left(2k_Fr-\frac\pi4\right)
=B\,\frac{\cos(2k_Fr-\pi/4)}{r^{5/2}},
\]

\[
B=\left.\frac{wa^2}{\pi\sqrt{\pi k_F}\,(1+a)^3}\right|_{q=2k_F},\qquad
\frac{B}{A\sqrt r}=\frac{2a}{1+a}\,\frac1{\sqrt{\pi k_Fr}} .
\]

The correction to the leading ripple dies as slowly as \(r^{-1/2}\). Further terms from the edge are of order \(r^{-3}\).

The point \(q=0\) supplies a term without oscillation. There \(F=1\), and division of numerator and denominator by \(v\) gives

\[
U(q)=-\frac{Ze^{-qd}}{N_0+q(\kappa+r_0q)/2\pi}
=-\frac{Z}{N_0}\left[1-q\left(d+\frac1{q_s}\right)+O(q^2)\right].
\]

Even powers of \(q\) are polynomials in \(q_x\) and \(q_y\), hence smooth, and give no tail. The term linear in \(q=|\mathbf q|\) has a conical point. Its transform follows from

\[
\int_0^\infty J_0(qr)e^{-\eta q}dq=\frac1{2\pi}\int_{-\pi}^{\pi}\frac{d\theta}{\eta-ir\cos\theta}=\frac{1}{\sqrt{r^2+\eta^2}},
\]

which is the angular integral used above with other constants. Two derivatives with respect to \(\eta\), followed by \(\eta\to0\), give \(\int_0^\infty q^2J_0(qr)\,dq=-r^{-3}\). The tail is

\[
U_3(r)=-\frac{C}{r^3},\qquad C=\frac{Z}{2\pi N_0}\left(d+\frac1{q_s}\right).
\]

It attracts carriers, as the centre does. Because \(C\) lacks the factor \(e^{-2k_Fd}\), the tail of a remote centre can exceed the ripple over many periods before the slower power wins. The envelopes \(A/r^2\) and \(C/r^3\) are equal at \(r=C/A\).

At zero temperature and in linear response, the edge at \(2k_F\) thus produces an inverse-square ripple that eventually outlasts the smooth cubic tail, and the amplitudes of both are known. It remains to find how large the ripple is in a real channel, and how temperature, scattering and the approximations made here limit the result.
